# Why Intercellular Valley Moments Cancel in the WSe₂ Exciton Zeeman Shift: verification in Python

```python
# RESULT UNDER TEST: in the symmetric massive Dirac model the intercellular
# moments of the two bands cancel in the bright-exciton Zeeman shift; atomic
# d moments (0 in conduction, 2*valley in valence) leave g near -4.
# g = [E(K) - E(K')] / (muB B); electron charge -e, B along +z.
# H = v (valley*pi_x sigma_x + pi_y sigma_y) + M sigma_z, valley = +1 (K), -1 (K')
# M: half gap (eV); v: hbar*velocity (eV nm); beta: scalar term beta*pi^2/(2 m0)
# E_X: exciton energy (eV); lengths in nm, wave numbers in 1/nm, fields in T.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.special import ive, struve, y0

H2M = const.hbar**2 / const.m_e / const.e * 1e18        # hbar^2/m0, eV nm^2
MUB = const.physical_constants["Bohr magneton in eV/T"][0]
G_SPIN = abs(const.physical_constants["electron g factor"][0])
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9  # eV nm


def length_squared(field):
    return const.hbar / (const.e * field) * 1e18


M, v = 0.95, 0.42
kappa, screening = 4.5, 4.5
field = 20.0
beta = 0.15

# ---- atomic angular momentum of the band-edge orbitals ----
x, y, z = sp.symbols("x y z", real=True)


def angular_momentum(orbital):
    rotated = -sp.I * (x * sp.diff(orbital, y) - y * sp.diff(orbital, x))
    return sp.simplify(rotated / orbital)


L_val = {t: float(angular_momentum((x + sp.I * t * y)**2)) for t in (1, -1)}
L_con = float(angular_momentum(2 * z**2 - x**2 - y**2))
assert L_val == {1: 2.0, -1: -2.0} and L_con == 0.0


# ---- intercellular moments from the sum over states ----
def dirac(kx, ky, valley, scalar=0.0):
    off = v * (valley * kx - 1j * ky)
    shift = scalar * H2M * (kx**2 + ky**2) / 2
    return np.array([[M + shift, off], [np.conj(off), -M + shift]])


def moments(hamiltonian, kx, ky, step=1e-4):
    """Orbital moments of all bands in Bohr magnetons, ascending energy."""
    energy, states = np.linalg.eigh(hamiltonian(kx, ky))
    dx = (hamiltonian(kx + step, ky) - hamiltonian(kx - step, ky)) / (2 * step)
    dy = (hamiltonian(kx, ky + step) - hamiltonian(kx, ky - step)) / (2 * step)
    vx = states.conj().T @ dx @ states
    vy = states.conj().T @ dy @ states
    result = []
    for n in range(len(energy)):
        total = sum((vx[n, j] * vy[j, n]).imag / (energy[j] - energy[n])
                    for j in range(len(energy)) if j != n)
        result.append(2 * total / H2M)
    return np.array(result)


for valley in (1, -1):
    for scalar in (0.0, beta):
        for kx, ky in ((0.0, 0.0), (0.5, 0.3), (-1.1, 0.8)):
            found = moments(lambda a, b: dirac(a, b, valley, scalar), kx, ky)
            band_sq = M**2 + v**2 * (kx**2 + ky**2)
            closed = -valley * v**2 * M / (band_sq * H2M)
            assert np.allclose(found, closed, rtol=1e-6)
edge_moment = moments(lambda a, b: dirac(a, b, 1), 0.0, 0.0)
k_sample = 1.0
sample_moment = moments(lambda a, b: dirac(a, b, 1), k_sample, 0.0)
dirac_mass = M * H2M / v**2


# ---- Landau levels from a ladder-operator matrix ----
def landau_edges(valley, b_field, size=40):
    lower = np.zeros((size, size + 1))
    lower[np.arange(size), np.arange(1, size + 1)] = np.sqrt(np.arange(1, size + 1))
    coupling = v * np.sqrt(2 / length_squared(b_field)) * lower
    if valley < 0:
        coupling = -coupling.T
    n_up, n_down = coupling.shape
    matrix = np.block([[M * np.eye(n_up), coupling],
                       [coupling.T, -M * np.eye(n_down)]])
    levels = np.linalg.eigvalsh(matrix)
    return levels[levels > 0].min(), levels[levels < 0].max()


edges = {t: landau_edges(t, field) for t in (1, -1)}
transition = {t: edges[t][0] - edges[t][1] for t in (1, -1)}
assert abs(transition[1] - transition[-1]) < 1e-12
assert abs(transition[1] - M - np.sqrt(M**2 + 2 * v**2 / length_squared(field))) < 1e-12
cyclotron = v**2 / (M * length_squared(1.0))
for valley in (1, -1):
    con_edge, val_edge = landau_edges(valley, 1.0)
    con_moment = -(con_edge - M - cyclotron / 2) / MUB
    val_moment = -(val_edge + M + cyclotron / 2) / MUB
    assert np.allclose([con_moment, val_moment], valley * edge_moment[0], rtol=1e-3)

# ---- spin and helicity selection at the band edge ----
lambda_val, lambda_con = 0.46, 0.04
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0, -1.0])
one = np.eye(2)
con_proj, val_proj = np.diag([1.0, 0.0]), np.diag([0.0, 1.0])
pair_energy = {}
for valley in (1, -1):
    h_edge = M * np.kron(sz, one) + valley / 2 * np.kron(
        lambda_con * con_proj + lambda_val * val_proj, sz)
    h_edge = h_edge + MUB * field * (np.kron(L_con * con_proj + L_val[valley] * val_proj, one)
                                     + G_SPIN / 2 * np.kron(one, sz))
    energy, states = np.linalg.eigh(h_edge)
    for c in (2, 3):
        strength = [abs(states[:, c].conj() @ np.kron(valley * sx + 1j * h * sy, one)
                        @ states[:, 1]) for h in (1, -1)]
        kind = "bright" if max(strength) > 1e-9 else "dark"
        if kind == "bright":
            assert (strength[0] > strength[1]) == (valley == 1)
            assert min(strength) < 1e-12
        pair_energy[kind, valley] = energy[c] - energy[1]
edge_g = {kind: (pair_energy[kind, 1] - pair_energy[kind, -1]) / (MUB * field)
          for kind in ("bright", "dark")}
assert abs(edge_g["bright"] + 4) < 1e-8
assert abs(edge_g["dark"] + 4) > 1


# ---- bound pair in a magnetic field, Landau-level pair basis ----
def upper_state(p, q, off):
    """Upper eigenstate of [[p, off], [off, q]]: energy and two amplitudes."""
    angle = np.arctan2(off, (p - q) / 2)
    return (p + q) / 2 + np.hypot((p - q) / 2, off), np.cos(angle / 2), np.sin(angle / 2)


def exciton(valley, b_field, potential, size, atomic=False, scalar=0.0):
    """Lowest s exciton at zero pair momentum: energy and mean of M/E."""
    l2 = length_squared(b_field)
    j = np.arange(size)
    if valley > 0:
        e_level, h_level = j + 1, j
        e_shift, h_shift = (0, 1), (-1, 0)
    else:
        e_level, h_level = j, j + 1
        e_shift, h_shift = (0, -1), (1, 0)
    l_valence = L_val[valley] if atomic else 0.0

    def diagonal(n_up, n_down):
        unit = scalar * H2M / l2
        return (M + unit * (n_up + 0.5),
                -M + unit * (n_down + 0.5) + l_valence * MUB * b_field)

    p, q = diagonal(j + e_shift[0], j + e_shift[1])
    e_energy, *e_amp = upper_state(p, q, valley * v * np.sqrt(2 * e_level / l2))
    p, q = diagonal(j + h_shift[0], j + h_shift[1])
    h_energy, *h_amp = upper_state(-p, -q, valley * v * np.sqrt(2 * h_level / l2))
    matrix = np.diag(e_energy + h_energy)
    for s in (0, 1):
        for r in (0, 1):
            start = max(0, -e_shift[s], -h_shift[r])
            index = np.arange(size + size // 4) + start
            n, m = index + e_shift[s], index + h_shift[r]
            # squared separation is tridiagonal in the pair oscillator basis
            r2, vec = eigh_tridiagonal(2 * l2 * (n + m + 1.0),
                                       2 * l2 * np.sqrt(n[1:] * m[1:] * 1.0))
            vec = vec[:size - start]
            block = (vec * potential(np.sqrt(np.abs(r2)))) @ vec.T
            amp = (e_amp[s] * h_amp[r])[start:]
            matrix[start:, start:] += np.outer(amp, amp) * block
    value, vector = eigh(matrix, subset_by_index=[0, 0])
    ratio = np.sum(vector[:, 0]**2 * 2 * M / (e_energy + h_energy))
    return value[0], ratio


def g_factor(b_field, potential, size, **terms):
    split = (exciton(1, b_field, potential, size, **terms)[0]
             - exciton(-1, b_field, potential, size, **terms)[0])
    return split / (MUB * b_field)


# ---- independent zero-field exciton equation, Gaussian attraction ----
depth, width = 0.5, 1.0


def gaussian(r):
    return -depth * np.exp(-r**2 / (2 * width**2))


nodes, weights = np.polynomial.legendre.leggauss(160)
k = 5.0 * (nodes + 1)
measure = np.sqrt(5.0 * weights * k)


def zero_field_parts(half_gap):
    band = np.sqrt(half_gap**2 + (v * k)**2)
    c2, s2 = (1 + half_gap / band) / 2, (1 - half_gap / band) / 2
    cs = np.sqrt(c2 * s2)
    kk = np.outer(k, k) * width**2
    form = (np.outer(c2, c2) * ive(0, kk) + 2 * np.outer(cs, cs) * ive(1, kk)
            + np.outer(s2, s2) * ive(2, kk))
    decay = np.exp(-(k[:, None] - k[None, :])**2 * width**2 / 2)
    return 2 * band, -depth * width**2 * np.outer(measure, measure) * decay * form


def zero_field_state(half_gap):
    kinetic, kernel = zero_field_parts(half_gap)
    value, vector = eigh(np.diag(kinetic) + kernel, subset_by_index=[0, 0])
    return value[0], vector[:, 0]


dm = 1e-3
energy_zero, wave = zero_field_state(M)
slope = (zero_field_state(M + dm)[0] - zero_field_state(M - dm)[0]) / (2 * dm)
mean_ratio = np.sum(wave**2 * M / np.sqrt(M**2 + (v * k)**2))
form_slope = wave @ (zero_field_parts(M + dm)[1] - zero_field_parts(M - dm)[1]) @ wave / (2 * dm)
assert abs(slope - 2 * mean_ratio - form_slope) < 1e-5

size = 400
energy_b, ratio_b = exciton(1, field, gaussian, size)
energy_2b = exciton(1, 2 * field, gaussian, size)[0]
assert abs((4 * energy_b - energy_2b) / 3 - energy_zero) < 1e-5
assert abs(ratio_b - mean_ratio) < 2e-3
g_sym = g_factor(field, gaussian, size)
g_atomic = g_factor(field, gaussian, size, atomic=True)
g_scalar = g_factor(field, gaussian, size, scalar=beta)
scalar_formula = beta * (4 - 2 * slope)
assert abs(g_sym) < 1e-7
assert abs(g_atomic + 2 * slope) < 2e-3
assert abs(g_scalar - scalar_formula) < 2e-3 and abs(g_scalar) > 1e-2


# ---- worked example: Rytova-Keldysh attraction ----
def keldysh(r):
    s = kappa * r / screening
    return -COULOMB * np.pi / (2 * screening) * (struve(0, s) - y0(s))


small, large = 350, 700
energy_x, ratio_x = exciton(1, field, keldysh, large)
energy_x_other = exciton(-1, field, keldysh, large)[0]
energy_small = exciton(1, field, keldysh, small)[0]
g_inter = (energy_x - energy_x_other) / (MUB * field)
g_small = g_factor(field, keldysh, small, atomic=True)
g_large = g_factor(field, keldysh, large, atomic=True)
assert abs(g_inter) < 1e-7
assert abs(g_large - g_small) < 0.02
assert -4 < g_large < -3.3
g_mass = beta * (4 + g_large)

# ---- one remote band coupled to the conduction edge only ----
remote_gap = 2.0
remote_v = np.sqrt(2 * beta * H2M * remote_gap / 2)
remote_shift = []
for chirality in (1, -1):
    def three_band(kx, ky):
        h = np.zeros((3, 3), complex)
        h[:2, :2] = dirac(kx, ky, 1)
        h[0, 2] = remote_v * (kx + 1j * chirality * ky)
        h[2, 0] = np.conj(h[0, 2])
        h[2, 2] = M + remote_gap
        return h
    step = 1e-2
    bands = [np.linalg.eigvalsh(three_band(q, 0.0)) for q in (-step, 0.0, step)]
    inverse_mass = (bands[0] - 2 * bands[1] + bands[2]) / step**2 / H2M
    mass_difference = inverse_mass[1] + inverse_mass[0]
    mu = moments(three_band, 0.0, 0.0)
    assert abs(abs(mu[1] - mu[0]) - abs(mass_difference)) < 1e-3
    remote_shift.append(-2 * (mu[1] - mu[0]))
assert remote_shift[0] * remote_shift[1] < 0

# ---- largest change from selenium p orbitals with |L_z| up to 1 ----
p_weight = 0.2
valence_change = max(abs((1 - p_weight) * L_val[1] + p_weight * m - L_val[1]) for m in (-1, 0, 1))
conduction_change = max(abs(p_weight * m) for m in (-1, 0, 1))
p_bound = 2 * (valence_change + conduction_change)

print(f"gap 2M (rough): {2*M:.2f} eV; hbar*v (rough): {v:.2f} eV nm")
print(f"permittivity (rough): {kappa:.1f}; screening length (rough): {screening:.1f} nm")
print(f"magnetic field: {field:.0f} T; magnetic length: {np.sqrt(length_squared(field)):.3f} nm")
print(f"muB*B: {MUB*field*1e3:.4f} meV")
print(f"Dirac mass of both bands: {dirac_mass:.4f} m0")
print(f"atomic L_z at K: conduction {L_con:.0f}, valence {L_val[1]:.0f} hbar")
print(f"intercellular moment at K, conduction edge: {edge_moment[1]:.4f} muB")
print(f"intercellular moment at K, valence edge: {edge_moment[0]:.4f} muB")
print(f"same at k = {k_sample:.1f} 1/nm from K: c {sample_moment[1]:.4f}, v {sample_moment[0]:.4f} muB")
print(f"shift of each K edge from this moment: {-edge_moment[0]*MUB*field*1e3:.4f} meV")
for t, name in ((1, "K"), (-1, "K'")):
    print(f"Landau edges minus zero-field edges at {name}: "
          f"c {(edges[t][0]-M)*1e3:.4f}, v {(edges[t][1]+M)*1e3:.4f} meV")
    print(f"lowest free-pair bright transition at {name}: {transition[t]:.7f} eV")
print(f"spin splittings used (rough): valence {lambda_val:.2f}, conduction {lambda_con:.2f} eV")
print(f"band-edge g, spin-conserving pair: {edge_g['bright']:.4f}")
print(f"band-edge g, spin-flip pair: {edge_g['dark']:.4f}")
print(f"Gaussian test well: depth {depth:.2f} eV, width {width:.2f} nm")
print(f"Gaussian: zero-field E_X {energy_zero:.6f} eV, binding {2*M-energy_zero:.4f} eV")
print(f"Gaussian: E_X in field minus zero-field E_X: {(energy_b-energy_zero)*1e3:.4f} meV")
print(f"Gaussian: mean M/E {mean_ratio:.4f}; dE_X/dM {slope:.4f}")
print(f"Gaussian: form-factor part of dE_X/dM: {form_slope:.4f}")
print(f"Gaussian: g from Dirac moments alone, magnitude below 1e-7: {abs(g_sym) < 1e-7}")
print(f"Gaussian: g with atomic moments {g_atomic:.4f}; -2 dE_X/dM {-2*slope:.4f}")
print(f"scalar term beta: {beta:.2f}, inverse-mass difference {2*beta:.2f} /m0")
print(f"Gaussian: g from beta alone {g_scalar:.4f}; formula {scalar_formula:.4f}")
print(f"Keldysh: exciton binding {2*M-energy_x:.4f} eV")
print(f"Keldysh: binding shift, basis {small} to {large}: {(energy_small-energy_x)*1e3:.3f} meV")
print(f"Keldysh: mean M/E {ratio_x:.4f}; -4 times it {-4*ratio_x:.4f}")
print(f"Keldysh: g from Dirac moments alone, magnitude below 1e-7: {abs(g_inter) < 1e-7}")
print(f"Keldysh: g with atomic moments: {g_large:.4f}")
print(f"Keldysh: g shift, basis {small} to {large}: {g_large-g_small:.5f}")
print(f"Keldysh: valley splitting E(K)-E(K'): {g_large*MUB*field*1e3:.4f} meV")
print(f"band-edge valley splitting for g = -4: {edge_g['bright']*MUB*field*1e3:.4f} meV")
print(f"neglected, scalar mass asymmetry: g change {g_mass:+.4f}")
print(f"neglected, remote band {remote_gap:.1f} eV above, coupling {remote_v:.4f} eV nm:")
print(f"  g change {remote_shift[0]:+.4f} or {remote_shift[1]:+.4f} by chirality")
print(f"neglected, Se p weight {p_weight:.1f} (rough) per band: g change up to {p_bound:.2f}")
print("checks complete")
```

Output:

```
gap 2M (rough): 1.90 eV; hbar*v (rough): 0.42 eV nm
permittivity (rough): 4.5; screening length (rough): 4.5 nm
magnetic field: 20 T; magnetic length: 5.737 nm
muB*B: 1.1577 meV
Dirac mass of both bands: 0.4104 m0
atomic L_z at K: conduction 0, valence 2 hbar
intercellular moment at K, conduction edge: -2.4368 muB
intercellular moment at K, valence edge: -2.4368 muB
same at k = 1.0 1/nm from K: c -2.0384, v -2.0384 muB
shift of each K edge from this moment: 2.8210 meV
Landau edges minus zero-field edges at K: c 5.6254, v 0.0000 meV
lowest free-pair bright transition at K: 1.9056254 eV
Landau edges minus zero-field edges at K': c 0.0000, v -5.6254 meV
lowest free-pair bright transition at K': 1.9056254 eV
spin splittings used (rough): valence 0.46, conduction 0.04 eV
band-edge g, spin-conserving pair: -4.0000
band-edge g, spin-flip pair: -8.0046
Gaussian test well: depth 0.50 eV, width 1.00 nm
Gaussian: zero-field E_X 1.738513 eV, binding 0.1615 eV
Gaussian: E_X in field minus zero-field E_X: 0.0665 meV
Gaussian: mean M/E 0.9476; dE_X/dM 1.8731
Gaussian: form-factor part of dE_X/dM: -0.0221
Gaussian: g from Dirac moments alone, magnitude below 1e-7: True
Gaussian: g with atomic moments -3.7460; -2 dE_X/dM -3.7463
scalar term beta: 0.15, inverse-mass difference 0.30 /m0
Gaussian: g from beta alone 0.0381; formula 0.0381
Keldysh: exciton binding 0.1564 eV
Keldysh: binding shift, basis 350 to 700: 3.575 meV
Keldysh: mean M/E 0.9652; -4 times it -3.8606
Keldysh: g from Dirac moments alone, magnitude below 1e-7: True
Keldysh: g with atomic moments: -3.8381
Keldysh: g shift, basis 350 to 700: 0.00910
Keldysh: valley splitting E(K)-E(K'): -4.4433 meV
band-edge valley splitting for g = -4: -4.6307 meV
neglected, scalar mass asymmetry: g change +0.0243
neglected, remote band 2.0 eV above, coupling 0.1512 eV nm:
  g change +0.6000 or -0.6000 by chirality
neglected, Se p weight 0.2 (rough) per band: g change up to 1.60
checks complete
```
